\section*{Mean width gain of a conformal spacer on a rough mandrel edge, part 2}

A film of thickness $t$ is deposited conformally on a rough mandrel edge $x=h(y)$, where $y$ runs along the line and $x$ points from the mandrel into the film. The question is how much the roughness raises the mean spacer width. The film fills every point outside the mandrel whose distance from the edge is at most $t$. The width, measured along $x$ at fixed $y$, is $w(y)=H(y)-h(y)$, with
\begin{equation}
H(y)=\max_{|s|\le t}\bigl[h(y+s)+\sqrt{t^2-s^2}\bigr].
\label{eq:disc2}
\end{equation}
The function in brackets is called $F(s)$, and evaluating this maximum is the disc construction. Primes on $h$ denote $d/dy$, brackets $\langle\cdot\rangle$ a uniform average over $y$, and $h_{\max}$ the largest value of $h$. Lengths are in nm. The gain is $\langle w\rangle-t$.

The pinch number is $N=t\max_y\bigl[h''/(1+h'^2)^{3/2}\bigr]$. If $N<1$, no valley of the edge pinches shut, and the arc-length law holds at any slope:
\begin{equation}
\langle w\rangle=t\,\bigl\langle\sqrt{1+h'^2}\bigr\rangle .
\label{eq:exact}
\end{equation}
For gentle slopes it gives the slope formula
\begin{equation}
\langle w\rangle \simeq t+\frac t2\,\langle h'^2\rangle ,
\label{eq:main}
\end{equation}
which for $N<1$ overestimates the gain by at most the quartic term $(t/8)\langle h'^4\rangle$. If $N>1$, film from the two flanks of a valley meets, and the arc-length law is only an upper bound on $\langle w\rangle$. With or without pinching, $w\ge t$ and the gain cannot exceed $h_{\max}-\langle h\rangle$.

The asymmetric two-wave edge in the table of computed values is
\begin{equation}
h=2\,\mathrm{nm}\,[\cos ky+0.4\sin(2ky+0.5)],\qquad \frac{2\pi}{k}=100\ \mathrm{nm}.
\end{equation}

\subsection{Random edges}

Let $\sigma$ be the rms deviation of a statistically uniform edge from its mean, and let $C(r)$ be the autocovariance of its deviations at separation $r$. Then
\begin{equation}
\bigl\langle[h(y+r)-h(y)]^2\bigr\rangle=2[C(0)-C(r)].
\label{eq:structure}
\end{equation}
Division by $r^2$ and the limit $r\to0$ give, for a smooth even $C$,
\begin{equation}
\langle h'^2\rangle=-C''(0).
\end{equation}
For $C=\sigma^2e^{-r^2/\xi^2}=\sigma^2(1-r^2/\xi^2+\cdots)$ this is $2\sigma^2/\xi^2$, and the gain becomes
\begin{equation}
\langle w\rangle-t\simeq\frac{t\sigma^2}{\xi^2}.
\label{eq:gauss}
\end{equation}
The convention for $\xi$ matters: if the autocovariance is written $\sigma^2e^{-r^2/(2\xi^2)}$, the gain is half as large at the same numerical value of $\xi$.

The exponential autocovariance $\sigma^2e^{-|r|/\xi}$ has a corner at $r=0$, and its mean-square slope diverges. A shortest wavelength $\lambda_c$ must then be specified. The spectrum is proportional to $1/(1+k^2\xi^2)$. If it is cut at $K=2\pi/\lambda_c$ and the retained part is scaled to variance $\sigma^2$, then
\begin{align}
\langle h'^2\rangle
&=\sigma^2\,\frac{\int_0^K k^2\,dk/(1+k^2\xi^2)}{\int_0^K dk/(1+k^2\xi^2)}\notag\\
&=\frac{\sigma^2}{\xi^2}\left[\frac{K\xi}{\arctan(K\xi)}-1\right].
\label{eq:cut}
\end{align}
The second line follows from $k^2\xi^2/(1+k^2\xi^2)=1-1/(1+k^2\xi^2)$. For $K\xi\gg1$ the mean-square slope grows in proportion to $K$. The slope formula therefore grows without limit as $\lambda_c\to0$. The gain itself cannot exceed $h_{\max}-\langle h\rangle$, so the formula must fail when $\lambda_c$ is small enough. At the cutoffs compared below the gain still depends on $\lambda_c$, and $\sigma$ and $\xi$ alone do not determine it.

\subsection{Worked example}

Take $t=15$ nm, $\sigma=1$ nm and $\xi=20$ nm, with the Gaussian-shaped autocovariance. Then
\begin{equation}
\langle h'^2\rangle=\frac{2\times1^2}{20^2}=0.0050,\qquad
\frac t2\langle h'^2\rangle=\frac{15}{2}\times0.0050=0.0375\ \mathrm{nm}.
\end{equation}
The rms slope is $0.071$. An edge of length $20\,000$ nm is built from many waves with random phases and with amplitudes fixed by the spectrum, so that its mean-square slope has the nominal value. It has $N=0.479$, so no valley pinches. The disc construction gives $\langle w\rangle=15.0374$ nm, a gain of $0.0374$ nm or $0.25\,\%$ of the thickness. For Gaussian slopes $\langle h'^4\rangle=3\langle h'^2\rangle^2$, and the quartic term is
\begin{equation}
\frac{3t}{8}\langle h'^2\rangle^2=\frac{3\times15}{8}\times0.0050^2=0.00014\ \mathrm{nm}.
\end{equation}
This accounts for the difference between $0.03750$ nm from the formula and $0.03736$ nm from the discs.

The local width varies more than its mean is raised. At leading order $w-t=th'^2/2$, and the variance of $h'^2$ for Gaussian slopes is $2\langle h'^2\rangle^2$. The standard deviation of $w$ is then $t\langle h'^2\rangle/\sqrt2=0.053$ nm; the discs give $0.052$ nm on this edge and between $0.049$ and $0.052$ nm on edges with other random phases.

A short line gives an uncertain mean. Let $D(r)=-C''(r)$ be the autocovariance of the slope. For Gaussian slopes the covariance of $h'^2$ at two points is $2D^2$, so the variance of its mean over a length $\ell_s\gg\xi$ is $(2/\ell_s)\int D^2\,dr$. With $v=r/\xi$,
\begin{equation}
D=\langle h'^2\rangle(1-2v^2)e^{-v^2},
\end{equation}
\begin{equation}
\int_{-\infty}^{\infty}(1-2v^2)^2e^{-2v^2}dv
=\sqrt{\frac\pi2}\Bigl(1-4\cdot\frac14+4\cdot\frac3{16}\Bigr)=0.94 .
\end{equation}
The relative scatter of the gain is therefore $\sqrt{1.88\,\xi/\ell_s}$. For $\ell_s=1000$ nm it is $0.19$, or $0.0073$ nm. The twenty such pieces of the computed edge scatter by $0.0070$ nm. Twenty pieces fix a scatter only to about $16\,\%$, and edges with other random phases give values from $0.006$ to $0.009$ nm.

Now keep $t$, $\sigma$ and $\xi$ fixed and replace the spectrum by the exponential type. Each cutoff has its own random edge; $N$ and, once valleys pinch, the last digits of the disc gain depend on the edge drawn. The gains in nm are:
\begin{center}
\begin{tabular}{cccc}
$\lambda_c$ (nm) & $N$ & discs & slope formula\\
40 & 0.31 & 0.0279 & 0.0279\\
20 & 1.07 & 0.0643 & 0.0647\\
10 & 2.89 & 0.1351 & 0.1393\\
5 & 8.52 & 0.2259 & 0.2891
\end{tabular}
\end{center}
The last column agrees with equation~\eqref{eq:cut} to about $0.0001$ nm; the small differences arise because the computed edge contains a discrete set of waves. At $\lambda_c=5$ nm, for instance, $K\xi=25.1$ and the bracket is $15.4$, which gives $7.5\times15.4/400=0.289$ nm.

The quartic term separates the two causes of the shortfall. At $\lambda_c=20$ nm it is $0.0004$ nm, which covers the whole difference at the digits shown. At $5$ nm the mean-square slope is $0.0385$ and the quartic term is $0.008$ nm, against a difference of $0.063$ nm. Most of the shortfall there is due to pinch-off.

\subsection{Comparison with a real spacer process}

The chosen $t$, $\sigma$ and $\xi$ are rough typical values for a mandrel in self-aligned double patterning. The Gaussian-shaped autocovariance is a further assumption, and it suppresses short-wave roughness strongly. Among the spectra and cutoffs compared above, all with the same $\sigma$ and the same spectral parameter $\xi$ (after cutting and rescaling, the autocovariance of the exponential-type edges falls to $1/e$ at $20.5$ to $23.8$ nm rather than at $20$ nm), the gain ranges from about $0.03$ to $0.23$ nm.

Real sidewalls are also rough along their height $z$. For $h(y,z)$ the disc becomes a ball, and the second-order expression to be maximized over the displacements $s$ along $y$ and $v$ along $z$ is
\begin{equation}
h_ys+h_zv-\frac{s^2+v^2}{2t}.
\end{equation}
Its maximum is $t(h_y^2+h_z^2)/2$, so away from the top and bottom of the wall
\begin{equation}
\langle w\rangle-t\simeq\frac t2\langle h_y^2+h_z^2\rangle .
\label{eq:wall}
\end{equation}
On a wall rough in both directions the next term of the average, $-(t^2/4)\langle(h_y^2+h_z^2)(h_{yy}+h_{zz})\rangle$, need not vanish as it does for a line. It does vanish if crests and valleys are statistically alike, as in the following example. For a wall of the form $a\cos k_yy\cos k_zz$ with $a=1$ nm and periods of $60$ and $80$ nm, the ball construction, with its maximum taken on a grid of step $0.1$ nm and not refined, gives $0.0320$ nm and equation~\eqref{eq:wall} gives $0.0321$ nm. About half of the difference comes from the grid and the rest from terms of higher order in the slope, which the formula neglects. The slope along the line supplies $0.0206$ nm of this. In the worked example, vertical roughness of equal mean-square slope would add another $0.0375$ nm. A flat wall leaning by $2^\circ$ has horizontal width $t/\cos2^\circ$, which adds $0.009$ nm. All these are widths in a horizontal cut at one height. A top-down image or a transferred pattern responds instead to the spacer over its whole height, and there the effects can be far larger: the footprint of the wall above, from its innermost to its outermost point along $z$, exceeds $t$ by about $1.3$ nm on average, and a $2^\circ$ lean over a height of $50$ nm widens the footprint by $50\tan2^\circ\simeq1.7$ nm. Equation~\eqref{eq:wall} does not describe such a projected width.

The thickness itself may also differ from its nominal value. An error of $1\,\%$ shifts the width by $0.15$ nm, four times the gain of the worked example. One atomic-layer deposition cycle adds roughly $0.1$ nm, so that gain is about $0.4$ of a cycle. To identify it in a measured mean width, $t$ must be known to clearly better than $0.25\,\%$, and lean and etch loss must be controlled to match.

\subsection{Implementation}

The slope must be estimated with care. If the edge is sampled at spacing $\Delta$ and the slope is taken from neighbouring points, equation~\eqref{eq:structure} gives the estimate $2[C(0)-C(\Delta)]/\Delta^2$. For the Gaussian-shaped autocovariance with $\xi=20$ nm and $\Delta=5$ nm, this is $3\,\%$ below the true value. Independent measurement noise of rms value $\eta$ on each point adds $2\eta^2/\Delta^2$, because the variances of two neighbouring errors add. With $\eta=0.1$ nm and $\Delta=1$ nm the addition is $0.02$, four times the true mean-square slope of the example. Noise must therefore be subtracted or filtered before equation~\eqref{eq:main} is applied, and the filter's cutoff should be reported with the result.

The pinch number should be computed from the same filtered edge. If $N<1$, the arc-length law applies, and the slope formula suffices when $(t/8)\langle h'^4\rangle$ is below the accuracy required. If $N>1$, the maximum in equation~\eqref{eq:disc2} can be evaluated directly. On a grid of step $\delta$, find the largest value $F_0$ and its neighbours $F_-$ and $F_+$. The parabola through these points is $F_0+bm+cm^2$, where $m$ counts grid steps, $b=(F_+-F_-)/2$ and $c=(F_+-2F_0+F_-)/2$. Its vertex value is
\begin{equation}
F_0-\frac{b^2}{4c}=F_0-\frac{(F_+-F_-)^2}{8(F_+-2F_0+F_-)} .
\end{equation}
Without this refinement, the grid can miss the maximum by up to about $\delta^2/(8t)$ on a nearly straight edge. That is $0.00008$ nm for $\delta=0.1$ nm and $t=15$ nm. The disc values quoted here were obtained with this step and with the refinement; the numerical output lists them.

\section*{Table of computed values}
\begin{verbatim}
film thickness t = 15.0 nm
sinusoid: amplitude 2.0 nm, period 100 nm
  largest slope = 0.1257, pinch number = 0.118
  extra width at crest  = 0.00000 nm
  extra width at valley = 0.00000 nm
  extra width at steepest point = 0.11744 nm
  t*slope^2/2 at steepest point = 0.11844 nm
  mean gain, disc construction  = 0.05904 nm
  mean gain, t/2 mean slope^2   = 0.05922 nm
asymmetric two-wave edge:
  mean gain, disc construction = 0.09643 nm
  mean gain, arc length        = 0.09643 nm
  mean gain, t/2 mean slope^2  = 0.09712 nm
  slope formula minus disc     = 0.000683 nm
  t/8 mean slope^4             = 0.000696 nm
pinched sinusoid: amplitude 2.0 nm, period 20 nm
  pinch number = 2.961
  mean gain: disc 1.1550, arc length 1.3858, slope formula 1.4804 nm
sidewall rough along and up: amplitude 1.0 nm, periods 60 and 80 nm
  mean gain: ball 0.0320, two-slope formula 0.0321 nm
  part from slope along the line = 0.0206 nm
example: sigma = 1.0 nm, xi = 20 nm, edge length = 20000 nm
  mean-square slope: sampled 0.005000, 2 sigma^2/xi^2 = 0.005000
  rms slope = 0.0707, pinch number = 0.479
  mean width, disc construction = 15.0374 nm
  mean gain, disc construction  = 0.03736 nm
  mean gain, t sigma^2/xi^2     = 0.03750 nm
  relative gain = 0.249 %
  standard deviation of local width = 0.0520 nm
  scatter of mean over 1000 nm pieces = 0.0070 nm
exponential-type edge, by shortest wavelength kept:
    40 nm: pinch number 0.31, disc gain 0.0279 nm, slope formula 0.0279 nm
    20 nm: pinch number 1.07, disc gain 0.0643 nm, slope formula 0.0647 nm
    10 nm: pinch number 2.89, disc gain 0.1351 nm, slope formula 0.1393 nm
     5 nm: pinch number 8.52, disc gain 0.2259 nm, slope formula 0.2891 nm
effects left out of the slope formula, for the example:
  quartic slope term = 0.000141 nm
  equal vertical roughness adds 0.0375 nm
  sidewall lean of 2 degrees adds 0.0091 nm
  thickness error of 1 % shifts width by 0.150 nm
  one deposition cycle (rough input) = 0.1 nm, gain/cycle = 0.37
\end{verbatim}
